**Axial phonon folding in 2H, 4H and 6H SiC**

Zone-centre modes of an $n$-bilayer polytype come from $x=2|m|/n$, where $x$ is the parent wavevector divided by $\pi/d$, $d$ is the bilayer spacing and $m$ is an integer. The program builds three-dimensional dynamical matrices from atomic positions and springs. It asserts that, for stacking-independent forces, their spectra equal the folded closed-form dispersion at the zone centre and at one other axial wavevector. With a spring across eclipsed Si–C pairs, it asserts the first-order shifts, the unshifted member of each $\pm m$ pair and the absence of mixing between even and odd $m$. It also asserts the symmetry counts and the orientation-weighted response formula. The output shows split E$_2$ pairs, weakly activated E$_1$ modes and B$_1$ modes with no uniform response. Spring constants are round model values, and long-range polar fields are omitted.

## Numerical verification

```python
"""Folding of axial phonons in hexagonal SiC polytypes.

Result under test: a stack of n bilayers of spacing d has zone-centre modes
from parent wavevectors q = 2 pi m/(n d), or x = q/(pi/d) = 2 |m|/n.
Equal bilayers keep the parent frequencies; an extra force across eclipsed
interfaces mixes only wavevectors whose m values have equal parity.
sigma = +1 or -1 is the lateral orientation of each bilayer.
T and L denote displacement across and along the c axis.
The matrices are built from three-dimensional atomic positions and springs.
Atomic units are used internally. Long-range polar fields are omitted.
"""
import numpy as np
from scipy import constants
from pyscf.data import elements

BOND = 3.6
STRETCH, BEND, LIKE = 0.11, 0.02, 0.005
ECLIPSED = {"T": 0.001, "L": 0.002}
SPACING = 4 * BOND / 3
SIDE = np.sqrt(8 / 3) * BOND
STEP = np.array([SIDE / np.sqrt(3), 0.0, 0.0])
A1 = SIDE * np.array([np.sqrt(3) / 2, 0.5, 0.0])
A2 = SIDE * np.array([np.sqrt(3) / 2, -0.5, 0.0])
UNIT_MASS = constants.atomic_mass / constants.electron_mass
M_SI = elements.MASSES[14] * UNIT_MASS
M_C = elements.MASSES[6] * UNIT_MASS
REDUCED = M_SI * M_C / (M_SI + M_C)
TO_CM = constants.physical_constants[
    "hartree-inverse meter relationship"][0] / 100
STACKS = {"2H": [1, -1], "4H": [1, 1, -1, -1],
          "6H": [1, 1, 1, -1, -1, -1]}


def crystal(sigma):
    """Atomic positions (Si, C alternating) and nearby lattice translations."""
    n = len(sigma)
    steps = np.concatenate(([0], np.cumsum(sigma)))
    positions = []
    for j in range(n):
        positions.append(steps[j] * STEP + np.array([0, 0, j * SPACING]))
        positions.append(steps[j + 1] * STEP
                         + np.array([0, 0, j * SPACING + BOND / 3]))
    a3 = steps[n] * STEP + np.array([0, 0, n * SPACING])
    shifts = np.array([i * A1 + k * A2 + l * a3
                       for i in range(-5, 6) for k in range(-5, 6)
                       for l in range(-2, 3)])
    return np.array(positions), shifts


def dynamical_matrix(sigma, q, scale):
    """Mass-weighted matrix summed over explicit atom pairs."""
    positions, shifts = crystal(sigma)
    masses = np.tile([M_SI, M_C], len(sigma))
    size = len(positions)
    matrix = np.zeros((size, 3, size, 3), complex)
    shells = [(BOND, STRETCH, BEND),
              (np.sqrt(8 / 3) * BOND, LIKE, 0.0),
              (5 * BOND / 3, scale * ECLIPSED["L"], scale * ECLIPSED["T"])]
    for i in range(size):
        for k in range(size):
            vectors = positions[k] - positions[i] + shifts
            lengths = np.linalg.norm(vectors, axis=1)
            for radius, along, across in shells:
                for p in np.where(abs(lengths - radius) < 0.01 * BOND)[0]:
                    unit = vectors[p] / lengths[p]
                    projector = np.outer(unit, unit)
                    force = along * projector + across * (np.eye(3) - projector)
                    phase = np.exp(1j * q * shifts[p, 2])
                    matrix[i, :, k, :] -= force * phase / np.sqrt(
                        masses[i] * masses[k])
                    matrix[i, :, i, :] += force / masses[i]
    return matrix.reshape(3 * size, 3 * size)


def block(matrix, pol):
    start = 0 if pol == "T" else 2
    return matrix[start::3, start::3]


PLANAR = {"T": (4 * STRETCH / 3 + 5 * BEND / 3, BEND, LIKE / 2),
          "L": (STRETCH / 3 + 8 * BEND / 3, STRETCH, 2 * LIKE)}


def parent_squares(theta, pol):
    """Closed-form acoustic and optical squared frequencies."""
    k1, k2, g = PLANAR[pol]
    total = k1 + k2 + 2 * g * (1 - np.cos(theta))
    a_si, a_c = total / M_SI, total / M_C
    coupling = (k1**2 + k2**2 + 2 * k1 * k2 * np.cos(theta)) / (M_SI * M_C)
    root = np.sqrt((a_si - a_c)**2 / 4 + coupling)
    return np.array([(a_si + a_c) / 2 - root, (a_si + a_c) / 2 + root])


def fourier(n):
    j = np.arange(n)
    return np.exp(2j * np.pi * np.outer(j, j) / n) / np.sqrt(n)


def probe(sigma, signed):
    """Relative C-Si displacement, with or without orientation signs."""
    signs = np.array(sigma) if signed else np.ones(len(sigma))
    return np.column_stack((-signs / np.sqrt(M_SI),
                            signs / np.sqrt(M_C))).ravel()


# Geometry: screw symmetry and orientation dependence of slanted bonds.
for sigma in STACKS.values():
    n = len(sigma)
    steps = np.concatenate(([0], np.cumsum(sigma)))
    assert len({int((steps[j] + steps[j + n // 2]) % 3)
                for j in range(n // 2 + 1)}) == 1
    positions, shifts = crystal(sigma)
    for j in range(n):
        vectors = positions[2 * j + 1] - positions[2 * j] + shifts
        bonds = vectors[abs(np.linalg.norm(vectors, axis=1) - BOND)
                        < 1e-8] / BOND
        assert len(bonds) == 3
        tensor = np.einsum("pi,pj,pk->ijk", bonds, bonds, bonds)
        if j == 0:
            first = tensor
        assert np.isclose(tensor[0, 0, 0], sigma[j] * first[0, 0, 0])
        assert np.isclose(tensor[0, 0, 0], -tensor[1, 1, 0])
        assert np.isclose(tensor[0, 2, 0], first[0, 2, 0])
        assert np.isclose(tensor[2, 2, 2], first[2, 2, 2])
        assert abs(tensor[0, 0, 0]) > 0.1 and abs(tensor[0, 2, 0]) > 0.1

results = {}
for name, sigma in STACKS.items():
    n = len(sigma)
    # Equal-bilayer forces: compare full spectra at two axial wavevectors.
    for q in (0.0, 0.3 * np.pi / (n * SPACING)):
        full = np.linalg.eigvalsh(dynamical_matrix(sigma, q, 0.0))
        expected = []
        for m in range(n):
            theta = q * SPACING + 2 * np.pi * m / n
            expected.extend(np.repeat(parent_squares(theta, "T"), 2))
            expected.extend(parent_squares(theta, "L"))
        assert len(full) == 6 * n
        assert np.allclose(full, np.sort(expected), rtol=1e-9, atol=1e-15)

    plain = dynamical_matrix(sigma, 0.0, 0.0).real
    mixed = dynamical_matrix(sigma, 0.0, 1.0).real
    weak_scale = 1e-3
    weak = dynamical_matrix(sigma, 0.0, weak_scale).real
    assert np.max(abs(mixed[0::3, 1::3])) < 1e-15
    assert np.max(abs(mixed[0::3, 2::3])) < 1e-15
    assert np.max(abs(mixed[1::3, 2::3])) < 1e-15
    assert np.allclose(mixed[0::3, 0::3], mixed[1::3, 1::3], atol=1e-15)
    assert np.max(abs(np.linalg.eigvalsh(mixed)
                      - np.linalg.eigvalsh(plain))) > 1e-9

    transform = fourier(n)
    eclipsed = [j for j in range(n) if sigma[j] != sigma[(j + 1) % n]]
    counts = {}
    for pol in ("T", "L"):
        matrix = block(mixed, pol)
        coupled = np.einsum("jm,jakb,kp->mapb", transform.conj(),
                            matrix.reshape(n, 2, n, 2), transform)
        sizes = np.max(abs(coupled), axis=(1, 3))
        m_values = np.arange(n)
        difference = (m_values[:, None] - m_values[None, :]) % n
        assert np.max(sizes[difference % 2 == 1]) < 1e-15
        same_parity = (difference != 0) & (difference % 2 == 0)
        if n > 2:
            assert np.max(sizes[same_parity]) > 1e-9

        values, vectors = np.linalg.eigh(matrix)
        weak_values = np.linalg.eigvalsh(block(weak, pol))
        for m in range(1, n // 2 + 1):
            theta = 2 * np.pi * m / n
            parent = block(dynamical_matrix([1], theta / SPACING, 0), pol)
            squares, polarizations = np.linalg.eigh(parent)
            structure = sum(np.exp(4j * np.pi * m * j / n) for j in eclipsed)
            factor = len(eclipsed) + (abs(structure) if m < n / 2 else 0)
            for b in range(2):
                e_si, e_c = polarizations[:, b]
                w = e_c * np.exp(1j * theta) / np.sqrt(M_C) \
                    - e_si / np.sqrt(M_SI)
                shift = weak_scale * ECLIPSED[pol] * abs(w)**2 * factor / n
                nearest = weak_values[np.argmin(
                    abs(weak_values - squares[b] - shift))]
                # Remaining error is second order in the weak force.
                assert abs((nearest - squares[b]) / shift - 1) < 0.01
                if m < n / 2:
                    assert np.min(abs(values - squares[b])) < 1e-10 * squares[b]

        # Orientation-weighted response in the equal-bilayer crystal.
        plain_values, plain_vectors = np.linalg.eigh(block(plain, pol))
        uniform = (probe(sigma, False) @ plain_vectors)**2
        optical_zero = parent_squares(0, pol)[1]
        away = abs(plain_values - optical_zero) > 1e-9 * optical_zero
        assert np.max(uniform[away]) < 1e-15
        if pol == "T":
            signed = (probe(sigma, True) @ plain_vectors)**2
            for m in range(n // 2 + 1):
                theta = 2 * np.pi * m / n
                parent = block(dynamical_matrix([1], theta / SPACING, 0), pol)
                squares, polarizations = np.linalg.eigh(parent)
                pattern = sum(s * np.exp(1j * theta * j)
                              for j, s in enumerate(sigma))
                copies = 2 if 0 < m < n / 2 else 1
                for b in range(2):
                    group = abs(plain_values - squares[b]) < 1e-13
                    assert np.sum(group) == copies
                    relative = polarizations[1, b] / np.sqrt(M_C) \
                        - polarizations[0, b] / np.sqrt(M_SI)
                    formula = copies * abs(pattern)**2 * abs(relative)**2 / n
                    assert np.isclose(np.sum(signed[group]), formula,
                                      rtol=1e-8, atol=1e-15)

        amplitudes = vectors.reshape(n, 2, 2 * n)
        parity = np.sum(amplitudes * np.roll(amplitudes, n // 2, axis=0),
                        axis=(0, 1))
        assert np.max(abs(abs(parity) - 1)) < 1e-8
        labels = ("E1", "E2") if pol == "T" else ("A1", "B1")
        counts[labels[0]] = int(np.sum(parity > 0))
        counts[labels[1]] = int(np.sum(parity < 0))
        components = np.einsum("jm,jak->mak", transform.conj(), amplitudes)
        weights = np.sum(abs(components)**2, axis=1)
        folded = np.array([weights[m] + (weights[n - m] if 0 < m < n / 2
                                         else 0)
                           for m in range(n // 2 + 1)])
        signed = REDUCED * (probe(sigma, True) @ vectors)**2 / n
        uniform = REDUCED * (probe(sigma, False) @ vectors)**2 / n
        assert np.max(uniform[parity < 0]) < 1e-15
        assert np.max(signed[parity > 0]) < 1e-15
        if name == "4H":
            acoustic_edge = [k for k in range(n)
                             if np.argmax(folded[:, k]) == 2]
            assert len(acoustic_edge) == 1
            assert uniform[acoustic_edge[0]] > 1e-12
        results[name, pol] = (values, folded, parity, signed, uniform, labels)
    assert all(number == n for number in counts.values())
    results[name, "counts"] = counts

print(f"Bond length {BOND:.2f} bohr; bilayer spacing {SPACING:.2f} bohr")
print(f"Masses: Si {M_SI:.1f}, C {M_C:.1f} electron masses")
print(f"Bond springs: along {STRETCH:.3f}, across {BEND:.3f} Eh/bohr^2")
print(f"Like-atom second-neighbour spring {LIKE:.3f} Eh/bohr^2")
print(f"Eclipsed spring: T {ECLIPSED['T']:.3f}, "
      f"L {ECLIPSED['L']:.3f} Eh/bohr^2")
for pol in ("T", "L"):
    k1, k2, g = PLANAR[pol]
    print(f"{pol} chain K1,K2,g: {k1:.4f}, {k2:.4f}, {g:.4f} Eh/bohr^2")
wavelength_nm, index = 500.0, 2.7
bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
light_q = 4 * np.pi * index * bohr_nm / wavelength_nm
light_x = light_q * SPACING / np.pi
assert light_x < 0.05 * (2 / 6)
print(f"Light: {wavelength_nm:.0f} nm in vacuum, index {index:.1f}; "
      f"backscattering x={light_x:.5f}")
print("Parent frequencies in 10^-3 Eh: x, TA, TO, LA, LO (no polar field)")
for x in (0, 1 / 3, 1 / 2, 2 / 3, 1):
    frequencies = np.sqrt(np.maximum(np.concatenate(
        [parent_squares(np.pi * x, pol) for pol in ("T", "L")]), 0))
    print(f"{x:.4f} " + " ".join(f"{1000*f:.4f}" for f in frequencies))
for name, sigma in STACKS.items():
    n = len(sigma)
    xs = [2 * m / n for m in range(n // 2 + 1)]
    strengths = [abs(sum(s * np.exp(2j * np.pi * m * j / n)
                         for j, s in enumerate(sigma)))**2
                 for m in range(n // 2 + 1)]
    print(f"{name}: c={n*SPACING:.2f} bohr; x="
          + ",".join(f"{x:.4f}" for x in xs)
          + "; |S_m|^2=" + ",".join(f"{s:.2f}" for s in strengths))
    print(f"{name}: {6*n} modes; irreps incl. acoustic "
          + str(results[name, "counts"]))
print("Acoustic-branch modes with eclipsed force; responses dimensionless")
print("type x irrep | 10^-3 Eh | cm^-1 | signed probe (T) | uniform probe")
for name, sigma in STACKS.items():
    n = len(sigma)
    for pol in ("T", "L"):
        values, folded, parity, signed, uniform, labels = results[name, pol]
        for k in range(n):
            frequency = np.sqrt(max(values[k], 0))
            x = 2 * np.argmax(folded[:, k]) / n
            label = labels[0 if parity[k] > 0 else 1]
            strong = signed[k] if signed[k] > 1e-15 else 0.0
            even = uniform[k] if uniform[k] > 1e-15 else 0.0
            signed_text = f"{strong:.2e}" if pol == "T" else "--"
            print(f"{name} {pol}A {x:.4f} {label} | {1000*frequency:.4f} | "
                  f"{frequency*TO_CM:.1f} | {signed_text} | {even:.2e}")
print("checks complete")
```

It prints:

```
Bond length 3.60 bohr; bilayer spacing 4.80 bohr
Masses: Si 51195.8, C 21894.7 electron masses
Bond springs: along 0.110, across 0.020 Eh/bohr^2
Like-atom second-neighbour spring 0.005 Eh/bohr^2
Eclipsed spring: T 0.001, L 0.002 Eh/bohr^2
T chain K1,K2,g: 0.1800, 0.0200, 0.0025 Eh/bohr^2
L chain K1,K2,g: 0.0900, 0.1100, 0.0100 Eh/bohr^2
Light: 500 nm in vacuum, index 2.7; backscattering x=0.00549
Parent frequencies in 10^-3 Eh: x, TA, TO, LA, LO (no polar field)
0.0000 0.0000 3.6113 0.0000 3.6113
0.3333 0.5647 3.5896 0.9913 3.5652
0.5000 0.8044 3.5665 1.4302 3.5071
0.6667 0.9927 3.5419 1.7971 3.4304
1.0000 1.1557 3.5154 2.1521 3.3193
2H: c=9.60 bohr; x=0.0000,1.0000; |S_m|^2=0.00,4.00
2H: 12 modes; irreps incl. acoustic {'E1': 2, 'E2': 2, 'A1': 2, 'B1': 2}
4H: c=19.20 bohr; x=0.0000,0.5000,1.0000; |S_m|^2=0.00,8.00,0.00
4H: 24 modes; irreps incl. acoustic {'E1': 4, 'E2': 4, 'A1': 4, 'B1': 4}
6H: c=28.80 bohr; x=0.0000,0.3333,0.6667,1.0000; |S_m|^2=0.00,16.00,0.00,4.00
6H: 36 modes; irreps incl. acoustic {'E1': 6, 'E2': 6, 'A1': 6, 'B1': 6}
Acoustic-branch modes with eclipsed force; responses dimensionless
type x irrep | 10^-3 Eh | cm^-1 | signed probe (T) | uniform probe
2H TA 0.0000 E1 | 0.0000 | 0.0 | 0.00e+00 | 0.00e+00
2H TA 1.0000 E2 | 1.1779 | 258.5 | 3.22e-03 | 0.00e+00
2H LA 0.0000 A1 | 0.0000 | 0.0 | -- | 0.00e+00
2H LA 1.0000 B1 | 2.1586 | 473.8 | -- | 0.00e+00
4H TA 0.0000 E1 | 0.0000 | 0.0 | 0.00e+00 | 0.00e+00
4H TA 0.5000 E2 | 0.8044 | 176.5 | 2.57e-03 | 0.00e+00
4H TA 0.5000 E2 | 0.8226 | 180.5 | 5.56e-04 | 0.00e+00
4H TA 1.0000 E1 | 1.1668 | 256.1 | 0.00e+00 | 6.17e-06
4H LA 0.0000 A1 | 0.0000 | 0.0 | -- | 0.00e+00
4H LA 0.5000 B1 | 1.4302 | 313.9 | -- | 0.00e+00
4H LA 0.5000 B1 | 1.4608 | 320.6 | -- | 0.00e+00
4H LA 1.0000 A1 | 2.1553 | 473.0 | -- | 1.27e-05
6H TA 0.0000 E1 | 0.0000 | 0.0 | 0.00e+00 | 0.00e+00
6H TA 0.3333 E2 | 0.5647 | 123.9 | 1.54e-03 | 0.00e+00
6H TA 0.3333 E2 | 0.5738 | 125.9 | 1.01e-04 | 0.00e+00
6H TA 0.6667 E1 | 0.9927 | 217.9 | 0.00e+00 | 0.00e+00
6H TA 0.6667 E1 | 1.0066 | 220.9 | 0.00e+00 | 4.17e-06
6H TA 1.0000 E2 | 1.1632 | 255.3 | 3.61e-04 | 0.00e+00
6H LA 0.0000 A1 | 0.0000 | 0.0 | -- | 0.00e+00
6H LA 0.3333 B1 | 0.9913 | 217.6 | -- | 0.00e+00
6H LA 0.3333 B1 | 1.0097 | 221.6 | -- | 0.00e+00
6H LA 0.6667 A1 | 1.7971 | 394.4 | -- | 0.00e+00
6H LA 0.6667 A1 | 1.8133 | 398.0 | -- | 2.66e-05
6H LA 1.0000 B1 | 2.1543 | 472.8 | -- | 0.00e+00
checks complete
```
